# Koopmans' theorem and its missing relaxation and correlation energies

A precursor molecule that reaches a growing film may give up an electron to the surface, and a photoelectron spectrum measures what it costs to take one away. A Hartree-Fock calculation on the neutral species yields a list of orbital energies, and it is tempting to read the removal costs from that list. Each orbital energy, however, was computed with all the electrons present, whereas the electrons left behind in the ion feel a different field. The question is which energy difference an orbital energy represents, and what separates it from the true ionisation energy.

## Setting and conventions

The Hamiltonian is nonrelativistic, with fixed nuclei. Formulas are in atomic units and orbitals are real. Let $h$ be the one-electron part (kinetic energy and nuclear attraction), and let

$$\langle pq|rs\rangle=\int\!\!\int \frac{\phi_p(1)\phi_q(2)\,\phi_r(1)\phi_s(2)}{r_{12}}\,d1\,d2,\qquad \langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle ,$$

where integration includes a sum over spin. The nuclear repulsion is the same before and after ionisation and is dropped.

The neutral system has $N$ electrons in a determinant $\Phi$ of occupied spin orbitals $i,j,k,l$; empty ones are called $a$. Its energy and Fock matrix are

$$E_0=\sum_j h_{jj}+\tfrac12\sum_{jk}\langle jk||jk\rangle,\qquad F_{pq}=h_{pq}+\sum_j\langle pj||qj\rangle .$$

**Assumption A.** $\Phi$ solves the unrestricted Hartree-Fock (UHF) equations, and its orbitals are canonical: $F_{pq}=\varepsilon_p\delta_{pq}$.

A closed-shell restricted solution is a special case. In restricted open-shell theory several Fock operators give the same total energy but different orbital energies, so the theorem below cannot be carried over without naming the operator.

## The theorem

**Theorem 1 (Koopmans).** Under assumption A, remove $\phi_i$ from $\Phi$ and keep every other orbital unchanged. The energy $E_i^{\rm fr}$ of the resulting frozen ion satisfies

$$E_i^{\rm fr}-E_0=-\varepsilon_i .$$

*Proof.* The one-electron sum loses $h_{ii}$. The double sum loses every term in which $j=i$ or $k=i$. Those with $j=i$ contribute $\tfrac12\sum_k\langle ik||ik\rangle$, and those with $k=i$ contribute the same amount, because $\langle ji||ji\rangle=\langle ij||ij\rangle$. The term $j=k=i$ is counted twice in this way, but it is $\langle ii|ii\rangle-\langle ii|ii\rangle=0$. The total loss is therefore

$$h_{ii}+\sum_k\langle ik||ik\rangle=F_{ii}=\varepsilon_i ,$$

and $E_i^{\rm fr}=E_0-\varepsilon_i$. ∎

The factor $\tfrac12$ disappears because each pair repulsion involving $i$ is lost in full. The proof needs exchange to cancel the self-repulsion. It also needs the energy to be this quadratic form, so it does not apply to an approximate density functional.

**Remark (two electrons).** The costs do not add. After $i$ has gone, the diagonal Fock element of $j$ is $\varepsilon_j-\langle ji||ji\rangle$, so removing $j$ next costs $-\varepsilon_j+\langle ij||ij\rangle$. The extra term is the repulsion between the two holes.

## Why canonical orbitals

The determinant $\Phi$ is unchanged, up to a sign, if its occupied orbitals are rotated among themselves. The frozen ion does depend on which orbital is removed, so the choice needs a justification.

**Lemma 2.** Let $\Phi_k=a_k\Phi$, where $a_k$ annihilates an electron in the occupied orbital $k$. Then

$$\langle\Phi_k|H|\Phi_l\rangle=E_0\,\delta_{kl}-F_{lk}.$$

*Proof.* Write $Ha_l=a_lH+[H,a_l]$. The first part gives $\langle\Phi|a_k^\dagger a_lH|\Phi\rangle$. Acting to the left, $a_k^\dagger a_l$ becomes $a_l^\dagger a_k$ on $\Phi$, which returns $\Phi$ if $k=l$ and otherwise vanishes because $l$ is already occupied. This part is $E_0\delta_{kl}$.

For the commutator, use

$$H=\sum_{pq}h_{pq}a_p^\dagger a_q+\tfrac12\sum_{pqrs}\langle pq|rs\rangle a_p^\dagger a_q^\dagger a_sa_r .$$

Moving $a_l$ through the creation operators gives $[a_p^\dagger a_q,a_l]=-\delta_{pl}a_q$ and

$$[a_p^\dagger a_q^\dagger a_sa_r,a_l]=-\delta_{pl}a_q^\dagger a_sa_r+\delta_{ql}a_p^\dagger a_sa_r .$$

In the last term exchange the names $r$ and $s$, use $\langle pl|sr\rangle=\langle lp|rs\rangle$ and $a_ra_s=-a_sa_r$. It then equals the term before it, and the two halves combine:

$$[H,a_l]=-\sum_q h_{lq}a_q-\sum_{qrs}\langle lq|rs\rangle a_q^\dagger a_sa_r .$$

In the determinant, $\langle a_k^\dagger a_q\rangle=\delta_{kq}$ and, for occupied $q$, $\langle a_k^\dagger a_q^\dagger a_sa_r\rangle=\delta_{kr}\delta_{qs}-\delta_{ks}\delta_{qr}$; for empty $q$ the latter is zero. Hence

$$\langle\Phi|a_k^\dagger[H,a_l]|\Phi\rangle=-h_{lk}-\sum_{q\,\rm occ}\langle lq||kq\rangle=-F_{lk}.\qquad ∎$$

For canonical orbitals the matrix is diagonal, so different frozen holes do not mix through $H$. Removing a normalised rotated orbital $q=\sum_k c_k\phi_k$ instead costs

$$-F_{qq}=-\sum_k c_k^2\varepsilon_k ,$$

a weighted mean of the canonical costs. A localised orbital thus has a well-defined frozen removal cost, but in general it is not an eigenvalue of the one-hole problem.

## Relaxation

**Lemma 3.** In the frozen ion with hole $i$, rotate one remaining orbital $j$ towards an empty orbital $a$ of the same spin. Define

$$g=-\langle ai||ji\rangle,\qquad f=h+\sum_{k\ne i,j}(J_k-K_k),\qquad \Delta=f_{aa}-f_{jj},$$

where $J_k-K_k$ has matrix elements $\langle pk||qk\rangle$. The best rotation changes the energy by

$$\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+g^2}\;\le 0 ,$$

which is strictly negative if $g\ne0$ and close to $-g^2/\Delta$ if $\Delta>0$ and $|g|\ll\Delta$.

*Proof.* With all other orbitals fixed, the part of the ion energy that depends on orbital $j$ is its expectation value of $f$. For $\phi_j\to\cos\theta\,\phi_j+\sin\theta\,\phi_a$ this is

$$\cos^2\theta\,f_{jj}+\sin^2\theta\,f_{aa}+2\sin\theta\cos\theta\,f_{aj}.$$

The coupling follows from the neutral Fock matrix by removing the terms $k=i$ and $k=j$:

$$f_{aj}=F_{aj}-\langle ai||ji\rangle-\langle aj||jj\rangle .$$

Here $F_{aj}=0$ by assumption A, and $\langle aj||jj\rangle=0$ by antisymmetry, so $f_{aj}=g$. The minimum over $\theta$ is the lower eigenvalue of the $2\times2$ matrix with diagonal $f_{jj},f_{aa}$ and off-diagonal $g$. Subtracting $f_{jj}$ gives the stated result. Expanding the root for small $g/\Delta$ gives $-g^2/\Delta$. ∎

The neutral orbitals were stationary for the neutral atom. What disturbs them is the missing field of the removed electron. If $i$ and $j$ have opposite spins, the exchange part of $g$ vanishes and

$$g=-\int\phi_a\phi_j\,V_i\,d^3r,\qquad V_i(\mathbf r)=\int\frac{\phi_i(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

If $V_i$ is constant where $\phi_j$ is appreciable, orthogonality of $\phi_a$ and $\phi_j$ makes $g$ zero. A uniform shift of potential changes an electron's energy but not its orbital. It is the variation of the lost potential, not its size, that causes relaxation. For equal spins an exchange term is added, to which this argument does not apply.

## The full ionisation energy

**Assumption B.** An exact ionic state, with energy $E_i^{\rm ex}$, and a self-consistent ionic determinant, with energy $E_i^{\rm SCF}$, can both be assigned to hole $i$.

**Theorem 4.** Let $E^{\rm ex}$ be the exact neutral energy and $I_i=E_i^{\rm ex}-E^{\rm ex}$. Then

$$I_i=-\varepsilon_i+R_i+C_i,$$

$$R_i=E_i^{\rm SCF}-E_i^{\rm fr},\qquad C_i=(E_i^{\rm ex}-E_i^{\rm SCF})-(E^{\rm ex}-E_0).$$

If $E_i^{\rm SCF}$ is the lowest energy in a class of determinants that contains the frozen ion, then $R_i\le0$.

*Proof.* Insert the intermediate energies:

$$E_i^{\rm ex}-E^{\rm ex}=(E_i^{\rm ex}-E_i^{\rm SCF})+(E_i^{\rm SCF}-E_i^{\rm fr})+(E_i^{\rm fr}-E_0)+(E_0-E^{\rm ex}).$$

The third bracket is $-\varepsilon_i$ by Theorem 1, the second is $R_i$, and the first and last make $C_i$. A minimum over a class cannot exceed the energy of a member, which gives the sign of $R_i$. ∎

For ground states each correlation energy is at most zero, but this does not fix the sign of their difference. Nor is $-\varepsilon_i$ a bound on $I_i$: the energies of ion and neutral are both approximated from above, and the errors enter with opposite signs.

Two limits are simple. For $N=1$ nothing remains to relax or correlate, and $I=-\varepsilon$. For a two-electron closed-shell ground state the ion has one electron and no correlation energy, so $C_i$ is minus the neutral correlation energy and cannot be negative. Relaxation and correlation then have opposite effects, though nothing makes them equal in size.

## A valence hole and a core hole in lithium

The free lithium atom has the configuration $1s^2\,2s$; take the $2s$ electron as spin-up. Two removals satisfy assumption B clearly:

- Removing $2s\!\uparrow$ leaves $1s^2$, a singlet. (The frozen determinant has a very slight triplet admixture, because the two $1s$ orbitals of the neutral UHF solution are not quite identical; the relaxed ion has none.)
- Removing $1s\!\downarrow$ leaves $1s\!\uparrow 2s\!\uparrow$, a triplet.

Each ion is the lowest state with its numbers of up and down electrons. Removing $1s\!\uparrow$ would leave a determinant that mixes singlet and triplet, so it does not represent a single spin state.

The basis consists of Gaussians whose exponents form geometric series: 11 of s type (0.028 to 576 bohr$^{-2}$), 4 of p type (0.150 to 7.60) and one of d type (5.0), giving $11+4\times3+5=28$ orbitals. Neutral and ionic determinants come from UHF calculations. The "exact" energies are replaced by full configuration interaction (full CI), which is exact only within this basis. All energies below are in eV.

| | $2s\!\uparrow$ hole | $1s\!\downarrow$ hole |
|---|---:|---:|
| $-\varepsilon_i$ | 5.3429 | 67.171 |
| $R_i$ | −0.0009 | −3.952 |
| $C_i$ | 0.0434 | 1.121 |
| $I_i$, full CI | 5.3854 | 64.340 |

**The frozen energy.** The neutral UHF energy is $-202.2381$. The energy of the frozen $2s$-hole ion, evaluated from the two-electron Hamiltonian, is $-196.8952$. The difference is $5.3429$, as Theorem 1 requires. For the core hole, $-135.0675+202.2381=67.1706$.

A rotated hole shows the role of the canonical choice. The $1s\!\uparrow$ orbital energy is $-67.6599$. Turning the $2s\!\uparrow$ hole by $30^\circ$ towards $1s\!\uparrow$ gives

$$\tfrac34(5.3429)+\tfrac14(67.6599)=20.922 ,$$

which agrees with the energy computed directly from the rotated two-electron state.

**Relaxation.** The potential energy of an electron in the field of the $2s$ cloud falls from 9.38 at the nucleus to 8.69 at the mean $1s$ radius, a change of only 0.70. The electrostatic potential felt by the $1s$ pair therefore shifts almost uniformly when $2s$ leaves. For $1s\!\uparrow$ there is also an exchange term, which here opposes the direct coupling and is somewhat larger, leaving a net coupling smaller than either. For the $1s\!\downarrow$ cloud the corresponding values are 72.9 and 41.5. At 0.20 nm, close to the mean $2s$ radius, this compact cloud acts nearly as a point charge and contributes about 7.2. Its removal thus changes the shape of the potential felt by both remaining electrons.

The couplings reflect this. The root of the sum of $g^2$ over all remaining and empty orbitals is 0.295 for the valence hole and 14.56 for the core hole. Their squares differ by a factor of about 2400. The relaxation energies differ by a larger factor, about 4600, the smaller one being $-0.00086$ before rounding. Excitation costs also matter: the $2s$-hole ion has only tightly bound $1s$ electrons to excite, whereas the core-hole ion also has a $2s$ electron, which is much easier to excite. For that electron the estimate $-g^2/\Delta$ cannot be used, because its coupling to some empty orbitals is not small compared with $\Delta$.

In the core-hole ion the mean $2s$ radius shrinks from 0.205 to 0.132 nm, and the mean $1s\!\uparrow$ radius from 0.0303 to 0.0264 nm. The two responses can be examined separately. With one orbital frozen, the argument of Lemma 3 makes the best partner the lowest eigenvector of $f$ orthogonal to it. Relaxing $2s$ alone gains 2.92; relaxing $1s\!\uparrow$ alone gains 1.34. The sum, 4.26, exceeds the full relaxation of 3.95, because each gain was computed beside an unrelaxed partner. The outer electron has the larger separate gain.

**Correlation.** The neutral correlation energy is $-1.1545$, and that of the $1s^2$ ion is $-1.1111$. Losing the $2s$ electron leaves the correlated $1s$ pair in place, so

$$C_{2s}=-1.1111+1.1545=0.0434 .$$

The triplet ion has a correlation energy of just $-0.0338$. Breaking the $1s$ pair gives

$$C_{1s}=-0.0338+1.1545=1.1207 .$$

**The balance.** For the valence hole the frozen value lies 0.0425 below full CI, an error of 0.8% of the full-CI ionisation energy. This success owes almost nothing to cancellation: $R$ offsets about 2% of $C$, and both are small. For the core hole,

$$R+C=-3.952+1.121=-2.831 ,$$

so the frozen value is 2.83 too high, or 4.4%. Correlation cancels somewhat over a quarter of the relaxation. Recomputing the ion self-consistently, without correlation, gives 63.219 for the core hole and reduces the error to 1.12. For the valence hole it gives 5.3421, marginally worse than the frozen value, since it removes the smaller of two opposing errors.

## What the numbers leave out

Enlarging the s set to 16 functions shifts the Hartree-Fock removal energies by less than 0.001 eV for the valence hole and less than 0.006 eV for the core hole. Omitting the d shell changes the full-CI values by 0.0007 and 0.055 eV. Correlation is not converged in the 28-orbital basis: a larger one (13 s, 6 p, 3 d and 2 f shells, 60 orbitals) deepens the correlation energies of the neutral atom and the $1s^2$ ion by about 0.05 eV each, raises $C_i$ to 0.046 and 1.17 eV, and raises the full-CI ionisation energies by 0.003 and 0.05 eV. The errors of the frozen values then become 0.85% and 4.3%, and correlation cancels about 30% of the core relaxation. These shifts indicate sensitivity to the basis and are not error bounds; the core result, 64.34 eV, should be trusted only to about 0.1 eV. A scalar-relativistic Hartree-Fock treatment adds 0.0004 and 0.0015 eV. The finite nuclear mass $M$, estimated as $-I_i m_e/M$, contributes $-0.0004$ and $-0.005$ eV. None of these alters the comparison. The valence result, 5.39 eV, is consistent with the measured ionisation energy of the free atom, roughly 5.4 eV.

A deposition precursor is a much larger departure from the model. The free atom has no ligands, and in a strongly ionic lithium compound the $2s$ electron has largely moved to them, so the first ionisation need not be a lithium $2s$ removal at all. As a measure of scale, one full negative ligand charge at 0.20 nm, a rough bond length, raises an electron's potential energy at the lithium site by 7.2 eV, more than the whole valence ionisation energy. Near a surface, an ion at distance $d$ from an ideal metal is stabilised by $e^2/(16\pi\varepsilon_0 d)$, which is 1.2 eV at 0.30 nm and lowers the removal energy by about that amount. This classical formula measures $d$ from the image plane and is only a rough guide at distances as short as a bond. An oxide surface screens differently. By comparison, $k_BT$ at a rough process temperature of 500 K is 0.043 eV; it sets a thermal energy scale and is not a shift of the level.

The decomposition does give a usable condition for comparing two precursors A and B by their orbital energies:

$$I_A-I_B=-(\varepsilon_A-\varepsilon_B)+(R_A+C_A)-(R_B+C_B).$$

The orbital energies give the correct order of ionisation energies if their difference exceeds the magnitude of the difference between the two corrections. Both sides of that condition matter. Two similar holes may have similar corrections, but their orbital energies may also lie close together. In lithium the corrections for the compact and the diffuse hole are $-2.83$ and $+0.04$ eV, a difference of 2.87 eV; the order is nevertheless safe, because the orbital energies differ by 61.8 eV.
